# Conservative implicit finite volumes for Korhonen's equation in a blocked line

## What dimensions and symmetry fix

A metal line of length \(L\) carries a current, and the electron wind pushes its atoms towards one end. Both ends are blocked, so atoms can only pile up at one end and become scarce at the other. The stress \(s(x,t)\) then depends on four quantities: the uniform initial stress \(s_0\), the wind force per atomic volume \(G\) (stress per length), a stress diffusivity \(\kappa\) (length squared per time), and \(L\). If stress acts on the atoms only through its gradient, \(s_0\) merely adds to the answer. If the response is linear in \(G\), dimensions leave

\[
s=s_0+GL\,f\!\left(\frac{x}{L},\frac{\kappa t}{L^2}\right).
\]

Reflecting a uniform line, \(x\to L-x\), reverses the wind and hence the sign of the response. So \(f\) is odd about the midpoint, and the integrated stress cannot change.

Two limits follow. Early on, the cathode end does not feel the far end, so \(L\) must drop out and the rise is a number times \(G\sqrt{\kappa t}\). At late times \(t\) drops out and the rise is a number times \(GL\). A numerical method should respect the conservation law on any grid, including in lines that lack the reflection symmetry.

## The equation and what it conserves

Atomic units are used in the algebra, so the elementary charge is 1. Tension is positive, and \(x\) runs along the electron flow, from cathode to anode. An atom of volume \(\Omega\) has chemical potential \(-\Omega s\) plus a constant: tension attracts atoms. The wind force on it is \(F=Z\rho j\), with effective charge \(Z>0\), resistivity \(\rho\) and current density of magnitude \(j\). With diffusivity \(D\), thermal energy \(kT\) and \(1/\Omega\) atoms per volume, the atomic flux is

\[
J=\frac{D}{\Omega kT}\left(F+\Omega\frac{\partial s}{\partial x}\right).
\]

Multiply by \(\Omega\) to obtain the volume flux \(q=\Omega J\), and set \(G=F/\Omega\), \(m=D\Omega/kT\):

\[
q=m\left(\frac{\partial s}{\partial x}+G\right).
\]

Where more atoms leave than arrive, the surroundings stretch the metal. Let \(B\) be the stress gained per fractional loss of atoms. The fractional loss rate is \(\partial q/\partial x\), so for small changes

\[
\frac1B\frac{\partial s}{\partial t}=\frac{\partial q}{\partial x},\qquad q(0)=q(L)=0 .
\]

This is Korhonen's equation, with \(\kappa=mB\) when the coefficients are uniform. It holds before a void opens. Integrating over the line gives

\[
\frac{d}{dt}\int_0^L\frac{s}{B}\,dx=q(L)-q(0)=0 .
\]

The conserved quantity is \(\int s/B\,dx\), which measures the number of atoms. The plain integral of stress is conserved in general only when \(B\) is uniform.

A blocked end means zero total flux, hence \(\partial s/\partial x=-G\) there. It does not mean zero stress gradient.

## Three cells by hand

Take \(m=B=G=1\), \(L=4\), zero initial stress, and cells of widths 1, 1 and 2. Their centres lie at 0.5, 1.5 and 3. Let \(Q_a\) and \(Q_b\) be the volumes of atoms, per unit area, that cross the two inner faces during one time step \(\Delta t\). Each cell gains stress in proportion to what it loses, divided by its width:

\[
s_1=Q_a,\qquad s_2=Q_b-Q_a,\qquad s_3=-\tfrac12Q_b .
\]

The implicit rule computes the fluxes from these new stresses. The centres are 1 apart across the first face and \(3/2\) apart across the second:

\[
\frac{Q_a}{\Delta t}=s_2-s_1+1,\qquad
\frac{Q_b}{\Delta t}=\frac{s_3-s_2}{3/2}+1 .
\]

Insert the stresses, after multiplying the second equation by \(3/2\), and collect terms:

\[
\left(\frac1{\Delta t}+2\right)Q_a-Q_b=1,\qquad
\left(\frac3{2\Delta t}+\frac32\right)Q_b-Q_a=\frac32 .
\]

For \(\Delta t=1\) these read \(3Q_a-Q_b=1\) and \(3Q_b-Q_a=3/2\). Putting \(Q_b=3Q_a-1\) into the second gives \(8Q_a=9/2\), so \(Q_a=9/16\) and \(Q_b=11/16\). The stresses are \(9/16\), \(1/8\) and \(-11/32\), and their width-weighted sum is

\[
\frac9{16}+\frac2{16}-2\cdot\frac{11}{32}=0 .
\]

For an infinitely long step the terms in \(1/\Delta t\) vanish. Then \(Q_a=3/2\), \(Q_b=2\), and the stresses are \(3/2\), \(1/2\), \(-1\). These are the values of the true steady stress \(2-x\) at the three centres.

Three variations show what conservation does and does not prove.

**A wrong transport.** Replace \(Q_a=9/16\) by \(1/2\) in the first calculation. The stresses become \(1/2\), \(3/16\), \(-11/32\). They are wrong, yet their weighted sum is still zero, because whatever leaves one cell enters its neighbour.

**A wrong boundary.** Impose zero stress gradient at the ends. The end fluxes are then \(mG=1\), and unit flux everywhere solves the problem with no change of stress. The integral is conserved because as much enters as leaves, but the wind builds up no stress at all. Conservation must therefore be accompanied by a look at the steady slope, which should be \(-G\).

**A stiffer third cell.** Let \(B_3=2\) and take the infinite step. Now \(s_3=-Q_b\), and the equations become \(2Q_a-Q_b=1\) and \(2Q_b-Q_a=3/2\). They give \(Q_a=7/6\), \(Q_b=4/3\) and stresses \(7/6\), \(1/6\), \(-4/3\). The sum weighted by \(h/B\) is \(7/6+1/6-4/3=0\), whereas the sum weighted by \(h\) is \(-4/3\).

## The general step

Let cell \(i\) of \(N\) have width \(h_i\), constant coefficients \(m_i,B_i,G_i\), and weight \(w_i=h_i/B_i\). Consider the face between cells \(i\) and \(i+1\), where the stress is \(s_f\) and the flux \(q_f\). In each half-cell \(\partial s/\partial x=q_f/m-G\). Treating \(q_f\) as constant from centre to centre gives

\[
s_f-s_i=\frac{h_i}{2}\left(\frac{q_f}{m_i}-G_i\right),\qquad
s_{i+1}-s_f=\frac{h_{i+1}}2\left(\frac{q_f}{m_{i+1}}-G_{i+1}\right).
\]

Adding them removes \(s_f\):

\[
q_f=\frac{s_{i+1}-s_i+g_f}{r_f},\quad
r_f=\frac{h_i}{2m_i}+\frac{h_{i+1}}{2m_{i+1}},\quad
g_f=\frac{G_ih_i+G_{i+1}h_{i+1}}2 .
\]

Half-cells act as resistances in series, so jumps of material at a face need no special treatment.

Write \(Q_f=\Delta t\,q_f\), with \(q_f\) taken at the new time. The cell balance is

\[
s_i^{\rm new}=s_i+\frac{Q_{i+1/2}-Q_{i-1/2}}{w_i}.
\]

Substitute this for both new stresses in \(r_fQ_f/\Delta t=s_{i+1}^{\rm new}-s_i^{\rm new}+g_f\), where \(f=i+1/2\), and move the transports to the left:

\[
\left(\frac{r_f}{\Delta t}+\frac1{w_i}+\frac1{w_{i+1}}\right)Q_f
-\frac{Q_{f-1}}{w_i}-\frac{Q_{f+1}}{w_{i+1}}
=s_{i+1}-s_i+g_f .
\]

The algorithm for one step is:

1. Compute \(r_f\), \(g_f\) and \(w_i\).
2. Set \(Q=0\) at both ends and solve the tridiagonal system for the \(N-1\) inner transports.
3. Update each stress by the cell balance, using the same stored \(Q_f\) on both sides of a face.
4. Record \(\sum_iw_is_i\) and compare it with its initial value.

The system always has one solution. Multiplying its left side by \(Q_f\) and summing over faces gives \(\sum_f r_fQ_f^2/\Delta t+\sum_i(Q_{i+1/2}-Q_{i-1/2})^2/w_i\), which is positive unless every \(Q_f\) vanishes.

## Where roundoff enters

Multiplying the cell balance by \(w_i\) and summing gives

\[
\sum_iw_is_i^{\rm new}-\sum_iw_is_i=Q_{N+1/2}-Q_{1/2}=0 .
\]

Errors in solving for \(Q\) cancel in this sum. What remains is the rounding of the updates themselves.

One may instead solve for the new stresses. The matrix then has diagonal entries \(w_i+\Delta t/r_{i-1/2}+\Delta t/r_{i+1/2}\), without the missing face at an end, and neighbouring entries \(-\Delta t/r_f\). Each column sums to \(w_i\). If the computed solution leaves residuals \(e_i\) (right side minus left side), summing the equations gives

\[
\sum_iw_is_i^{\rm new}=\sum_iw_is_i-\sum_ie_i .
\]

The conservation defect is the summed residual. For long steps \(\Delta t/r_f\) dwarfs \(w_i\), and the last digits of \(w_i\) are lost when the diagonal is stored. With relative machine precision \(\varepsilon\), the relative defect of one step can reach the order of \(\varepsilon\,\Delta t/(r_fw_i)\), and it adds up over steps that reuse the same rounded diagonal.

A two-part line shows the difference. In scaled units it has length 1 and initial stress 0.3. The left 0.4 has \(m=B=G=1\); the rest has \(m=0.2\), \(B=2\), \(G=0.5\). There are 40 cells, with widths alternating as 1:3 within each part. Over twenty steps of \(\Delta t=10^8\), the relative defect of the stress form grew by about \(4\times10^{-6}\) per step, below the estimate of a few times \(10^{-5}\) for this grid, and reached \(7.7\times10^{-5}\); the exact figure depends on the linear solver. The transport form showed no change beyond the last digit of double precision, about \(10^{-16}\). Meanwhile the plain integral of stress fell by 20%, as it should when \(B\) varies.

## Stability and accuracy

The difference \(d\) of two solutions with the same wind obeys the step without \(g_f\):

\[
w_i(d_i^{\rm new}-d_i)=\Delta t\sum_{\text{neighbours }k}\frac{d_k^{\rm new}-d_i^{\rm new}}{r_{ik}} .
\]

In the cell where \(d^{\rm new}\) is largest, the right side is not positive, so the new maximum cannot exceed the old one. The same argument bounds the minimum. This holds for every \(\Delta t\): errors are not amplified, although a long step may still be inaccurate.

In the steady state \(q_f=0\), so \(s_{i+1}-s_i=-g_f\). This is the exact integral of \(-G\) between centres when \(G\) is constant in each cell.

On an uneven grid the face does not lie midway between the centres, which seems to leave a first-order error in the flux. Define \(a_i=s(x_i)-h_i^2s''(x_i)/8\). Taylor expansion from the face into the two half-cells gives, for smooth stress within each part,

\[
a_i=s_f-\frac{h_i}2s'_-+O(h^3),\qquad
a_{i+1}=s_f+\frac{h_{i+1}}2s'_++O(h^3),
\]

where \(s'_\mp=q_f/m-G\) with the coefficients of the left or right cell. Subtraction gives \(a_{i+1}-a_i=r_fq_f-g_f+O(h^3)\). Dividing by \(r_f\), which is of order \(h\), leaves a flux error \(\delta_f=O(h^2)\).

Now let \(\epsilon_i\) be the numerical stress minus \(a_i\), with time still continuous. The cell average of \(s\) differs from \(a_i\) by \(O(h^2)\), so \(\epsilon\) obeys the discrete equation without wind, driven by differences of \(\delta_f\) and a source of order \(h^2\). Multiply by \(\epsilon_i\) and sum:

\[
\frac{d}{dt}\sum_i\frac{w_i\epsilon_i^2}2=
-\sum_f\frac{(\Delta\epsilon_f)^2}{r_f}-\sum_f\delta_f\Delta\epsilon_f+\sum_iw_i\epsilon_i\,O(h^2),
\]

with \(\Delta\epsilon_f=\epsilon_{i+1}-\epsilon_i\). The middle sum is at most \(\sum_f(\Delta\epsilon_f)^2/2r_f+\sum_fr_f\delta_f^2/2\) in size. The first part is absorbed by the damping and the second is \(O(h^4)\). The last sum is at most \(\sum_iw_i\epsilon_i^2/2+O(h^4)\). So \(E=\sum_iw_i\epsilon_i^2/2\) obeys \(dE/dt\le E+O(h^4)\), and since it starts at \(O(h^4)\), it stays of that order over a fixed time. The root-mean-square error is therefore \(O(h^2)\) over a fixed time.

The argument assumes stress that is smooth within each part from the start. A uniform start violates the end slope at \(t=0\) and, where \(mG\) jumps, the continuity of flux at the joint, so the argument does not cover it. For a uniform line at \(\kappa t/L^2=0.05\), with widths alternating as 1:3, the largest error against the exact series below fell with order 2.00 between 40 and 80 cells. The time error is first order: in the two-part line, started from zero stress, halving the step reduced it by a factor of 1.99.

## The uniform line in closed form

Subtract the steady state by writing \(s=s_0+G(L/2-x)+u\). Then \(u\) diffuses with zero slope at both ends and starts as \(G(x-L/2)\). Its cosine coefficients follow from integration by parts:

\[
\frac{2G}{L}\int_0^L\left(x-\frac L2\right)\cos\frac{n\pi x}L\,dx=\frac{2GL}{n^2\pi^2}\left[(-1)^n-1\right].
\]

This is \(-4GL/n^2\pi^2\) for odd \(n\) and zero for even \(n\), so

\[
s=s_0+GL\left[\frac12-\frac xL-\sum_{n\ \rm odd}\frac{4}{n^2\pi^2}\cos\frac{n\pi x}{L}\,e^{-n^2\pi^2\kappa t/L^2}\right].
\]

The slowest relaxation time is \(\tau=L^2/\pi^2\kappa\), and the final cathode rise is \(GL/2\).

At early times the flux near the cathode also diffuses. It starts at \(mG\) and is held at zero at the wall, so \(q=mG\,\mathrm{erf}(x/2\sqrt{\kappa t})\). Its slope at the wall gives \(\partial s/\partial t=B\,mG/\sqrt{\pi\kappa t}=G\sqrt{\kappa/\pi t}\), and integration gives a rise of \(2G\sqrt{\kappa t/\pi}\).

## A copper line in low-k dielectric

Take \(L=20\) µm, \(T=573\) K, \(j=2\) MA/cm², \(\rho=4\) µΩ cm, \(Z=1\), \(\Omega=11.8\) Å³, \(B=10^4\) MPa and \(s_0=30\) MPa. The diffusivity is \(10^{-5}\) cm²/s times \(\exp(-0.90\ \mathrm{eV}/kT)\), or \(1.21\times10^{-13}\) cm²/s.

The field \(\rho j\) is 800 V/m, so \(F=8.0\times10^{-4}\) eV/µm. Dividing by \(\Omega\) gives \(G=10.86\) MPa/µm. The stress diffusivity is \(\kappa=DB\Omega/kT=0.652\) µm²/h, and \(\tau=400/(\pi^2\times0.652)=62\) h.

The grid has 80 cells, growing by 10% from one to the next, from 23 nm at the ends to 930 nm in the middle. After a first step of 0.001 h, 600 steps reach 1000 h with 100 equal ratios per decade. The wall stress is \(s_1+Gh_1/2\), since the slope there is \(-G\).

| Time (h) | Computed (MPa) | Series (MPa) |
|---:|---:|---:|
| 1 | 39.89 | 39.89 |
| 10 | 61.27 | 61.29 |
| 100 | 120.75 | 120.99 |
| 1000 | 138.62 | 138.62 |

The early law gives \(30+2(10.86)\sqrt{0.652/\pi}=39.9\) MPa at 1 h. The final value is \(30+10.86\times10=138.6\) MPa, or \(8.65\times10^{-4}\) eV/Å³; the anode ends at \(-78.6\) MPa. The cathode reaches 100 MPa after 51.5 h in the computation and 51.3 h in the series. The thickness of metal that crosses the midpoint is \(\int_0^{L/2}(s-s_0)\,dx/B=GL^2/8B=54.3\) nm, which the summed transports reproduce. The largest relative change of \(\sum w_is_i\) over the whole run was \(2.2\times10^{-16}\), the spacing of double-precision numbers just above 1.

These parameters are rough values in the regime of an accelerated copper test, and the times are far less certain than the arithmetic. A drop of 0.05 eV in the barrier alone multiplies \(D\) by \(\exp(0.05/0.0494)\approx2.8\). The absence of voids is another assumption that can fail. With a rough surface energy \(\gamma=1.5\) J/m², the final tension can enlarge an existing, unbonded spherical flaw of radius above \(2\gamma/s=22\) nm, which would fit in a line 100 nm wide. Once a void opens, its free surface relaxes the stress and the blocked-line result no longer applies.

Two other neglected effects, stress-dependent diffusivity and Joule heating, are small beside this uncertainty in the barrier at the test temperature. If diffusivity grows as \(\exp(\Omega s/kT)\), the exponent reaches 0.21. A run with \(D\) taken from the stress at the start of each step reaches 100 MPa at 48.4 h, 6% sooner, with the same conservation defect; like the 51.5 h above, this time is about 0.2 h too long because of the finite steps. Here the quoted \(D\) is taken to hold at zero stress. Most of the gain then comes from the initial 30 MPa, which alone multiplies \(D\) by \(\exp(0.045)\approx1.05\) everywhere.

For Joule heating, replace a 100 nm by 200 nm line by a round wire of equal area and radius \(a\), with its axis \(H=1\) µm above a cold plane, in a dielectric of conductivity \(k_d=0.3\) W/(m K). The thermal resistance for unit length is \(\operatorname{arccosh}(H/a)/2\pi k_d\), and the wire warms by 0.55 K, which raises \(D\) by 1.8%; the rectangular section itself sheds heat slightly better and warms by about 0.53 K. Heated neighbours would add to this.

Use at 378 K changes more. With the other parameters held fixed, \(\tau\) grows to about 57 years. Cooling from 573 K with a rough linear expansion mismatch \(\Delta\alpha=1.4\times10^{-5}\) K⁻¹ adds \(3B\Delta\alpha\,\Delta T=82\) MPa of tension if none of it relaxes, if the mismatch is the same in all directions and if the same \(B\) applies. This is only an order of magnitude. A line held along its length by silicon in a soft dielectric is stressed mainly along its axis, by about \(E\Delta\alpha\,\Delta T\approx330\) MPa for a Young's modulus \(E\approx120\) GPa, which is a mean stress near 110 MPa, and the expansion of the dielectric shifts this by tens of MPa. Either way the unrelaxed thermal stress is comparable to the 108.6 MPa rise due to the wind at the test current.
